# What volume conservation leaves undetermined in three-dimensional Kirkendall drift

**Q.** In a planar diffusion couple I get the marker velocity from volume conservation. Why should the same argument not give it in a three-dimensional specimen?

**A.** Let us see what it gives. Take a substitutional solid solution with concentrations $c_i$ and constant partial molar volumes $\Omega_i$. There are no pores, and vacancies stay near equilibrium because sources and sinks are plentiful. The volume fractions $\phi_i=\Omega_ic_i$ then satisfy $\sum_i\phi_i=1$.

Let $\mathbf J_i$ be the intrinsic volume flux of species $i$ relative to the lattice, and $\mathbf v$ the velocity of the lattice, which inert markers follow. In the laboratory frame the flux is $\mathbf J_i+\phi_i\mathbf v$, so
$$\partial_t\phi_i=-\nabla\cdot(\mathbf J_i+\phi_i\mathbf v).$$
Sum over species and write $\mathbf Q=\sum_i\mathbf J_i$. The left side vanishes and $\sum_i\phi_i\mathbf v=\mathbf v$. Hence
$$\nabla\cdot\mathbf v=-\nabla\cdot\mathbf Q\equiv s .$$
The lattice swells where there is a net inflow of atoms and shrinks where there is a net outflow. This is one scalar equation for a vector.

**Q.** Perhaps volume conservation contains more than this equation.

**A.** It does not, because the converse holds. Choose any smooth $\mathbf v$ with this divergence and let $S=\sum_i\phi_i$, starting from $S=1$. The summed balances give
$$\partial_tS=-\nabla\cdot\mathbf Q-\nabla\cdot(S\mathbf v)=s-Ss-\mathbf v\cdot\nabla S .$$
With $\delta=S-1$ this reads $\partial_t\delta+\mathbf v\cdot\nabla\delta=-s\,\delta$. Along each lattice trajectory $\delta$ is its initial value times $\exp(-\int s\,dt)$, and the initial value is zero. The sum therefore stays at one.

The full set of admissible velocities is
$$\mathbf v=-\mathbf Q+\mathbf u,\qquad \nabla\cdot\mathbf u=0,$$
where $\mathbf u=\mathbf Q+\mathbf v$ is the total volume velocity. In one dimension $\partial_xu=0$, so $u$ depends on time alone. A sealed end at rest has $Q=0$ and $v=0$, hence $u=0$ everywhere and $v=-Q$. Your planar result needed this last step, which has no counterpart in three dimensions.

**Q.** A specimen has a surface. If I prescribe the velocity there, does the freedom disappear?

**A.** No. Take $\mathbf u=\nabla\times\mathbf A$ with any smooth $\mathbf A$ that vanishes outside a small interior region. It has zero divergence and is zero at the surface, and there are infinitely many such fields.

A finite count shows the same. Divide a closed box into $4\times4\times4$ cells and assign a normal velocity to each interior face. There are $3\cdot4\cdot4\cdot3=144$ faces. The 64 cell balances contain one redundancy, since their sum is the flux through the closed surface, so 63 are independent. This leaves $144-63=81$ free modes. For $4\times4$ cells in two dimensions it leaves $24-15=9$, and for four cells in a row $3-3=0$.

**Q.** I also have a separate balance for each species. Do they not supply the missing equations?

**A.** They are used up by the composition. With $n$ species in $d$ dimensions there are $n+d$ unknown fields, and $n$ balances plus the volume constraint make $n+1$ equations. Thus $d-1$ scalar fields are missing, two of them in three dimensions.

The choice has consequences. Adding a solenoidal $\mathbf u$ to a given drift changes the composition rate by
$$-\nabla\cdot(\phi_i\mathbf u)=-\mathbf u\cdot\nabla\phi_i ,$$
and it changes the marker path. An observed composition field could therefore constrain $\mathbf u$, but it cannot predict it.

**Q.** Then I will simply set $\mathbf u=0$, as in one dimension.

**A.** That is a permissible closure, the local Darken closure, but it is now an assumption. With $\mathbf J_i=-D_i\nabla\phi_i$ it gives
$$\mathbf v=\sum_iD_i\nabla\phi_i,\qquad \nabla\times\mathbf v=\sum_i\nabla D_i\times\nabla\phi_i ,$$
because the curl of each gradient is zero.

For an isothermal binary, $\phi_2=1-\phi_1$ and $\mathbf v=(D_1-D_2)\nabla\phi_1$. If the diffusivities depend on $\phi_1$ alone, $\nabla(D_1-D_2)$ is parallel to $\nabla\phi_1$ and the curl vanishes. It also vanishes for constant $D_i$ with any number of species. In a ternary with composition-dependent $D_i$, the gradients generally point in different directions and the drift has vorticity. A temperature gradient can do the same in a binary.

**Q.** Vorticity in a diffusion-driven drift looks suspicious. Should I not demand potential flow?

**A.** You may, but this is a different closure whenever the curl above is nonzero. Put $\mathbf v=\nabla\Phi$, so that $\nabla^2\Phi=s$. Suppose the normal velocity is given on the surface of a simply connected body, with total outflow equal to $\int s\,dV$. If $\Phi_1$ and $\Phi_2$ are two solutions, their difference $\chi$ obeys $\nabla^2\chi=0$ inside and $\partial_n\chi=0$ on the surface, and
$$\int|\nabla\chi|^2dV=\oint\chi\,\partial_n\chi\,dA-\int\chi\nabla^2\chi\,dV=0 .$$
The velocity is unique. In a periodic cell the surface terms cancel for periodic $\chi$, and a fixed mean velocity removes the remaining constant flow.

The surface data are essential. In the $4\times4\times4$ box, adding the zero-curl conditions reduces the 81 free modes to none. Releasing the 96 surface faces brings back 95, since one combination is set by the total swelling. A sealed free specimen is in this position, because its surface moves with the unknown $\mathbf v\cdot\mathbf n$.

**Q.** Show me two potential flows that differ in a way I could measure.

**A.** Consider a piece of material that swells uniformly at rate $s$. Two possible velocities are
$$\mathbf v_{\rm c}=(sx,0,0),\qquad \mathbf v_{\rm f}=\tfrac{s}{3}(x,y,z).$$
Both have divergence $s$ and zero curl. The first belongs to clamped sides, the second to free sides. For $s=0.0283\ \mathrm{h^{-1}}$, a marker on the $x$ axis, $10\ \mathrm{\mu m}$ from the fixed origin, moves at $0.283\ \mathrm{\mu m/h}$ in the clamped piece and at $0.094\ \mathrm{\mu m/h}$ in the free one. What separates the two cases is mechanics.

**Q.** So write down the mechanics.

**A.** Assume that new lattice sites are created isotropically and that the solid creeps as a Newtonian fluid of viscosity $\eta$. Neglect elasticity and inertia. With tension positive,
$$\sigma_{ij}=2\eta E_{ij}-p\,\delta_{ij},\qquad E_{ij}=\tfrac12(\partial_iv_j+\partial_jv_i)-\tfrac13s\,\delta_{ij},\qquad \partial_j\sigma_{ij}=0 .$$
Here $p$ is the pressure that enforces the prescribed divergence. Together with $\nabla\cdot\mathbf v=s$ there are four equations for $\mathbf v$ and $p$.

In the clamped piece $E_{xx}=\tfrac23s$ and $E_{yy}=-\tfrac13s$. Free end faces require $\sigma_{xx}=\tfrac43\eta s-p=0$, so $\sigma_{yy}=-\tfrac23\eta s-\tfrac43\eta s=-2\eta s$. With $\eta=1.13\times10^{12}\ \mathrm{Pa\,s}$ and the rate above, the clamps must supply a lateral compression of about $18$ MPa in this linear model. In a real hot alloy, dislocation creep could relax much of that stress. In the free piece $E_{ij}=0$, and no stress is needed.

Isotropic site creation is itself a constitutive choice. If sites were added solely on planes normal to $x$, the stress-free strain rate would be $s$ along $x$, and the clamped motion would be the stress-free one.

**Q.** Does this system really select one velocity?

**A.** Take a periodic body with a fixed mean velocity, and let $\mathbf v$ solve the system. Any competitor with the same divergence is $\mathbf v+\mathbf w$ with $\nabla\cdot\mathbf w=0$. Its dissipation is
$$\int2\eta E(\mathbf v+\mathbf w)^2dV=\int2\eta E(\mathbf v)^2dV+\int4\eta E(\mathbf v){:}E(\mathbf w)\,dV+\int2\eta E(\mathbf w)^2dV ,$$
where $E^2=E_{ij}E_{ij}$. Since $E(\mathbf v)$ is symmetric and traceless, the middle term equals $2\int2\eta E_{ij}(\mathbf v)\,\partial_jw_i\,dV$. Integrate by parts and use force balance, $\partial_j(2\eta E_{ij})=\partial_ip$. The result is $-2\int\mathbf w\cdot\nabla p\,dV=2\int p\,\nabla\cdot\mathbf w\,dV=0$.

The last term is positive unless $\mathbf w$ is a rigid motion. Periodicity excludes rotation and the fixed mean excludes translation. The creep solution is therefore the unique minimum of dissipation at the given swelling.

**Q.** When does it justify potential flow?

**A.** Uniform viscosity in this periodic setting is sufficient. Insert $\mathbf v=\nabla\Phi$:
$$\partial_j\left[2\eta\left(\partial_i\partial_j\Phi-\tfrac13s\,\delta_{ij}\right)\right]=2\eta\,\partial_is-\tfrac23\eta\,\partial_is=\tfrac43\eta\,\partial_is .$$
This is balanced by $p=\tfrac43\eta s$ plus a constant, so potential flow solves the problem, and the solution is unique. Swelling regions are under pressure. With non-uniform $\eta$, the left side acquires terms in $\nabla\eta$ that need not be a gradient, and the flow then has vorticity.

**Q.** How large are the differences in a realistic alloy?

**A.** Take round values in the rough regime of face-centred-cubic Fe–Ni–Co at 1473 K. The composition is periodic, with period $100\ \mathrm{\mu m}$ and $k=2\pi/100\ \mathrm{\mu m^{-1}}$:
$$\phi_{\rm Fe}=\tfrac13+0.15\cos kx,\qquad \phi_{\rm Ni}=\tfrac13+0.075(\cos ky+\cos kz),$$
with Co as the remainder. The diffusivities are $D_i=D_i^0g$, with $g=\exp[-2(\phi_{\rm Fe}-\tfrac13)]$ and $D_i^0=(2.0,\,1.0,\,1.8)\times10^{-10}\ \mathrm{cm^2/s}$ for Fe, Ni and Co.

Eliminating Co, the local closure gives
$$\mathbf v=g\left[(D^0_{\rm Fe}-D^0_{\rm Co})\nabla\phi_{\rm Fe}+(D^0_{\rm Ni}-D^0_{\rm Co})\nabla\phi_{\rm Ni}\right].$$
The differences are $0.2$ and $-0.8\times10^{-10}\ \mathrm{cm^2/s}$, or $7.2$ and $-28.8\ \mathrm{\mu m^2/h}$. For a marker at $(10,25,40)\ \mathrm{\mu m}$, $g=0.78$ and $\sin ky=1$. Its initial $y$ velocity is $0.78\times28.8\times0.075\times0.0628=0.106\ \mathrm{\mu m/h}$. Over 2 h this would give $0.21\ \mathrm{\mu m}$. Following the evolving composition and marker position gives $0.197\ \mathrm{\mu m}$.

For creep I use diffusional flow with grain size $d=20\ \mathrm{\mu m}$ and a rough tensile rate $14\sigma D_{\rm eff}\Omega_a/(k_BTd^2)$. The atomic volume is $\Omega_a=0.012\ \mathrm{nm^3}$. All species must move together, so $1/D_{\rm eff}=\sum_i\phi_i/D_i$. Since $\eta$ is stress over three times the tensile rate,
$$\eta=\frac{k_BTd^2}{42\,D_{\rm eff}\Omega_a},$$
which ranges from $0.75$ to $1.62\times10^{12}\ \mathrm{Pa\,s}$ in the initial pattern. This keeps the creep law linear, which is a strong idealization. The von Mises stress here reaches nearly 10 MPa, where dislocation creep in nickel or austenite is likely to be much faster than this rate. Grain-boundary diffusion is also left out. With grains this small it probably exceeds the lattice contribution to creep, which would lower $\eta$ and change its dependence on composition. The creep figures below illustrate a closure and do not predict a real alloy.

With the same initial composition and zero mean velocity at the start, the marker shifts after 2 h have these lengths:

- local Darken: $0.237\ \mathrm{\mu m}$;
- potential flow: $0.258\ \mathrm{\mu m}$;
- creep: $0.236\ \mathrm{\mu m}$;
- local Darken plus an arbitrary roll $0.2(\sin ky,\sin kz,\sin kx)\ \mathrm{\mu m/h}$: $0.652\ \mathrm{\mu m}$.

All four keep the sum of fractions at one to rounding error. Setting $\mathbf v=0$ instead makes the sum wrong by up to about $0.03$. Volume conservation thus rejects zero drift here but accepts the invented roll.

**Q.** The composition must surely expose the roll.

**A.** Only weakly in this example. The largest change of any fraction in 2 h is about $0.12$ under local Darken drift. The roll alters the final fractions by at most $0.0037$, and potential flow by at most $0.0002$. The marker is the more sensitive witness: the vector difference between its potential-flow and local shifts is $0.028\ \mathrm{\mu m}$, or 12% of the local shift.

**Q.** Creep agrees with local Darken far better than with potential flow. Does mechanics then vindicate $\mathbf u=0$?

**A.** Not in general. Initially the root-mean-square difference between creep and local drift is 0.6% of the potential-flow speed, while creep and potential flow differ by 14%. The agreement can be traced to the chosen pattern together with the linear creep law.

Write $\psi=\sum_iD_i^0\phi_i$ and $\ell=\ln g$, so that the local drift is $g\nabla\psi$. The viscosity is proportional to $q/g$, with $q=\sum_i\phi_i/D_i^0$. Suppose first that $q$ were constant, so $\eta=C/g$. Apart from an isotropic part, which pressure can absorb, the viscous stress is
$$C\left(2\partial_i\partial_j\psi+\partial_i\ell\,\partial_j\psi+\partial_j\ell\,\partial_i\psi\right).$$
Its divergence is
$$C\left[\partial_i\left(2\nabla^2\psi+\nabla\ell\cdot\nabla\psi\right)+\partial_i\ell\,\nabla^2\psi+\partial_i\psi\,\nabla^2\ell\right].$$
In the initial pattern the deviations $\ell'$ and $\psi'$ from their means are sums of cosines with the same $k$. Hence $\nabla^2\psi=-k^2\psi'$ and $\nabla^2\ell=-k^2\ell'$, and the last two terms combine to $-k^2\partial_i(\ell'\psi')$. Everything is a gradient, pressure balances it, and local Darken drift would be the creep solution.

The 0.6% remainder comes from the variation of $q$. With several wavelengths, or a viscosity not proportional to $1/g$, the cancellation is not guaranteed. With uniform viscosity the same composition gives potential flow.

**Q.** Which of these numbers would survive in a real alloy?

**A.** The diffusivities are order-of-magnitude values, and the grain size is a fifth of the period, so the continuum description is coarse. Dislocation creep, left out here, would make the viscosity depend on stress and weaken the close agreement between creep and local Darken drift. Among the omissions sized in the numerical output, the largest is the vacancy wind. In Manning's random-alloy model it adds to each flux a share of $\frac{1-f}{f}\mathbf Q$, the shares summing to one. Thus $\mathbf Q$ becomes $\mathbf Q/f$. With $f=0.78$ the drift rises by 28%. At a given composition and a given viscosity field all three closures scale together, since with the linear creep law each is linear in $\mathbf Q$, so their relative differences remain. The wind also enters $D_{\rm eff}$ and slightly reshapes the viscosity, which shifts the small gap between creep and local drift.

Thermodynamic non-ideality changes the driving force on a species by about 18% at the mean composition, if that species has a rough interaction of 5 kJ/mol with both others. Because the drift is a difference of fluxes, one of its components can change by a larger share. A 1% peak excess volume, taken to depend on the Fe fraction alone, alters the swelling rate by up to about 5% of its maximum. Pressure-driven diffusion is about 1% of each Fick flux, but it pushes all species the same way while the drift is a difference of fluxes. Its share of the drift is therefore larger: with $p\approx\tfrac43\eta s$ it is roughly $\tfrac43\eta D_{\rm eff}k^2\Omega_a/(k_BT)=\tfrac43(kd)^2/42\approx5\%$. The relative vacancy excess within a grain is about 0.7%. Elastic strain is about 0.1% of the accumulated swelling.

Pores would break the volume constraint itself. If a fraction $\alpha$ of the vacancies arriving in a shrinking region condenses into pores, the lattice there shrinks at $(1-\alpha)$ times the rate used here, to leading order in pore volume. A predicted marker map therefore has to state its closure, its surface conditions and its porosity. The remaining figures are in the numerical output.

## Computed values

```
Cells per edge of closed box: 4
Free modes, div fixed, 1D / 2D / 3D: 0 9 81
Free modes 3D, div and curl fixed, closed: 0
Free modes 3D, div and curl fixed, open surface: 95
Temperature: 1473 K; period: 100 um
D at mean composition Fe, Ni, Co (cm2/s): 2.0e-10 1.0e-10 1.8e-10
Fall of ln D per unit Fe fraction: 2.0
Amplitudes: Fe 0.15, Ni 0.075 along y and along z
Grain size: 20 um; creep factor: 14
Atomic volume: 0.012 nm3
Viscosity min, mean, max: 7.581e+11 1.129e+12 1.620e+12 Pa s
Largest |div v|: 0.02826 1/h
Speed local: max 0.2559, rms 0.1501 um/h
Speed potential: max 0.2249, rms 0.1486 um/h
Speed creep: max 0.2573, rms 0.1502 um/h
rms(local - potential)/rms(potential): 0.1391
rms(creep - potential)/rms(potential): 0.1447
rms(creep - local)/rms(potential): 0.0058
Max curl/(k max speed), local, ternary: 0.2323
Same for binary: 6.7e-10
Dissipation local/creep: 1.00006
Dissipation potential/creep: 1.03197
Largest creep pressure: 10.871 MPa
Anneal: 2 h; roll amplitude: 0.2 um/h
Marker start (um): [10. 25. 40.]
Marker shift local: -0.0600 0.1971 0.1161 um, length 0.2365 um
Marker shift potential: -0.0473 0.2188 0.1288 um, length 0.2582 um
Marker shift creep: -0.0602 0.1965 0.1158 um, length 0.2359 um
Marker shift roll: 0.3388 0.4286 0.3563 um, length 0.6523 um
Largest composition change, local: 0.11905
Largest composition difference potential - local: 2.09e-04
Largest composition difference creep - local: 9.58e-06
Largest composition difference roll - local: 3.69e-03
Volume-sum error, four closures: 6.7e-16
Volume-sum error with v = 0: 0.02921
Swelling piece, x = 10 um, clamped: 0.2826 um/h
Swelling piece, x = 10 um, free: 0.0942 um/h
Lateral stress when clamped: -17.726 MPa
Neglected: vacancy wind on drift (f = 0.78): 0.282
Neglected: non-ideality (5 kJ/mol): 0.181
Neglected: excess volume (0.01) / div v: 0.0509
Neglected: pressure-driven / Fick flux: 0.0132
Neglected: elastic / swelling strain (150 GPa): 0.00128
Neglected: relative vacancy excess in grain: 0.0074
```
